# Shift current in two-band models and the sum-rule formula

**Question**

Take a chain of isolated polar dimers: orbital A at $x=0$ with energy $+m$, orbital B at $x=\tau$ with energy $-m$, hopping $t$ between them, and no hopping from one dimer to the next. The lower level sits mostly on B and the upper level mostly on A, so each absorbed photon moves an electron. That looks like a shift current in a model with exactly two bands. Yet I keep hearing that two-band models have no shift current, because the sum-rule formula needs a third, virtual state, and the rest vanishes when current and field are parallel. Which is right, and where in the formula does the displacement hide?

**Answer**

Your picture is right, and the dimer can be solved by hand. I use Hartree atomic units and electron charge $-1$. With Pauli matrices in the (A, B) basis, $H=m\sigma_z+t\sigma_x$, the levels are $\pm D$ with $D=\sqrt{m^2+t^2}$, and $x=\tau(1-\sigma_z)/2$. In the upper state $c$, $\langle\sigma_z\rangle=m/D$; in the lower state $v$ it is $-m/D$. Since $\sigma_z^2=1$, $|(\sigma_z)_{cv}|^2=1-m^2/D^2=t^2/D^2$. The displacement per transition and the squared dipole are

$$R=x_{cc}-x_{vv}=-\frac{\tau m}{D},\qquad |x_{cv}|^2=\frac{\tau^2t^2}{4D^2},\qquad |x_{cv}|^2R=-\frac{m\,t^2\tau^3}{4D^3}.$$

The bands are flat and there is no third state, and the product is not zero. It comes from the second $k$-derivative of the Bloch Hamiltonian. The saying you quote is also loose in a second way: with two bands the virtual-state sum is empty for every component. What is special about the longitudinal component is that the remaining term built from velocities alone vanishes too.

### Conventions

The electrons are independent and spinless, band $v$ is full and band $c$ empty, the bands do not touch, and time reversal holds, $H(-k)=H(k)^*$. The position operator is diagonal in the orbitals, and Bloch sums carry the phases $e^{ik\cdot(R+\tau_j)}$ of the true orbital positions. Then a field $E=-dA/dt$ enters as $H(k+A(t))$, and the velocity operator is $\partial_aH(k+A)$, with $\partial_a=\partial/\partial k_a$. Define $v^a=\partial_aH$, $w^{ab}=\partial_a\partial_bH$, $\xi^a_{nm}=i\langle n|\partial_a m\rangle$, $\omega_{nm}=E_n-E_m$, $\omega=\omega_{cv}$, $\Delta^a=v^a_{cc}-v^a_{vv}=\partial_a\omega$, and $[dk]=d^dk/(2\pi)^d$. The off-diagonal part of $\xi$ is called $r$. Differentiating $H|m\rangle=E_m|m\rangle$ and projecting on $\langle n|$, $n\ne m$, gives $v^a_{nm}+\omega_{nm}\langle n|\partial_am\rangle=0$, so

$$r^a_{nm}=\frac{v^a_{nm}}{i\omega_{nm}}.$$

Time reversal makes the eigenvectors at $-k$ the conjugates of those at $k$, and $v(-k)=-v(k)^*$, $w(-k)=w(k)^*$. Hence $\omega$ and $|r^b_{cv}|$ are even in $k$ and $\Delta^a$ is odd.

### The shift current from a weak pulse

For any solution of $i\dot\psi=H\psi$ that depends on $k$,

$$\frac{d}{dt}\,i\langle\psi|\partial_a\psi\rangle=i\,(i\langle\psi|H)|\partial_a\psi\rangle+i\langle\psi|\partial_a(-iH\psi)\rangle=-\langle\psi|H|\partial_a\psi\rangle+\langle\partial_aH\rangle+\langle\psi|H|\partial_a\psi\rangle=\langle\partial_aH\rangle .$$

The charge transported along $a$ by a pulse is therefore $Q=-\int[dk]\,i\langle\psi|\partial_a\psi\rangle$, taken after minus before. Before the pulse $\psi=e^{-iE_vt}|v\rangle$, and the integral is $\int[dk]\,\xi^a_{vv}$, because $\partial_aE_v$ is the derivative of a periodic function.

Let the pulse be polarized along $b$. After it, $\psi=\alpha|v\rangle+\beta|c\rangle$. The first-order perturbation is $Av^b$, so $\beta=-ie^{-iE_ct}v^b_{cv}\tilde A(\omega)$ with $\tilde A(\omega)=\int A\,e^{i\omega t}dt$. Integration by parts gives $\tilde E=i\omega\tilde A$, and with $v^b_{cv}=i\omega r^b_{cv}$,

$$\beta=-i\,e^{-iE_ct}\,r^b_{cv}\tilde E(\omega),\qquad n\equiv|\beta|^2=|r^b_{cv}|^2|\tilde E(\omega)|^2 .$$

In a model with more bands, each resonant band adds a term of the same form. The coherence between two excited bands adds a further term, which oscillates at their splitting and is negligible when the pulse spectrum is much narrower than that splitting. Write $\alpha=|\alpha|e^{i\phi_\alpha}$, so that $i\alpha^*\partial_a\alpha=\tfrac i2\partial_a|\alpha|^2-|\alpha|^2\partial_a\phi_\alpha$, and likewise for $\beta$. The imaginary parts cancel because $|\alpha|^2+|\beta|^2=1$, and

$$i\langle\psi|\partial_a\psi\rangle=\xi^a_{vv}-\partial_a\phi_\alpha+n\,(\xi^a_{cc}-\xi^a_{vv}+\partial_a\phi_\alpha-\partial_a\phi_\beta)+2\,\mathrm{Re}[\alpha^*\beta\,r^a_{vc}] .$$

The phase $\phi_\alpha$ is $-E_vt$ plus small field-dependent parts (a first-order part $-v^b_{vv}\int A\,dt$, absent when $\int A\,dt=0$, and a second-order part), all periodic in $k$, so $\int[dk]\,\partial_a\phi_\alpha=0$. Inside the bracket, which is already multiplied by a second-order factor, $\phi_\alpha=-E_vt$ and $\phi_\beta=-E_ct+\arg r^b_{cv}+\arg\tilde E(\omega)-\pi/2$ suffice:

$$\partial_a\phi_\alpha-\partial_a\phi_\beta=t\,\Delta^a-\partial_a\arg r^b_{cv}-\Delta^a\,\partial_\omega\arg\tilde E .$$

Both terms with $\Delta^a$ are odd in $k$ while $n$ is even, so they integrate to zero. The first grows with time and is the injection current; it can survive when time reversal is broken, or for circular light, where $n$ need not be even, unless another symmetry such as inversion forbids it. The last term in $i\langle\psi|\partial_a\psi\rangle$ oscillates at $\omega_{cv}$. Its first-order part is the linear response, odd in the field. Its second-order part needs $\omega_{cv}$ to be a sum of two pulse frequencies, which lie near $0$ or $\pm2\omega_0$ for a carrier $\omega_0$, and it is absent when these miss the absorption band. What is left is

$$Q=-\int[dk]\,I^{abb}\,|\tilde E(\omega_{cv})|^2,\qquad I^{abb}=|r^b_{cv}|^2R,\qquad R=\xi^a_{cc}-\xi^a_{vv}-\partial_a\arg r^b_{cv}.$$

The shift vector $R$ is gauge invariant: under $|n\rangle\to e^{i\theta_n}|n\rangle$, $\xi_{nn}$ changes by $-\partial\theta_n$ and $\arg r_{cv}$ by $\theta_v-\theta_c$, and the changes cancel.

For $E(t)=E_\omega e^{-i\omega t}+\text{c.c.}$ lasting a long time $T$, $|\tilde E(\omega')|^2=|E_\omega|^2[2\sin(xT/2)/x]^2\to2\pi T|E_\omega|^2\delta(x)$ with $x=\omega'-\omega$. Defining $\sigma$ by $j^a=Q/T=2\sigma^{abb}|E_\omega|^2$,

$$\sigma^{abb}(\omega)=-\pi\int[dk]\,I^{abb}\,\delta(\omega_{cv}-\omega),\qquad Q=\frac1\pi\int_0^\infty\sigma(\omega)|\tilde E(\omega)|^2d\omega .$$

This is the displacement on excitation only. What relaxation and recombination add is outside it; in isolated dimers recombination simply carries the electron back.

### The sum rule

Define the generalized derivative $X_{cv;a}=\partial_aX_{cv}-i(\xi^a_{cc}-\xi^a_{vv})X_{cv}$. With $r^b_{cv}=|r|e^{i\varphi}$ and $r^b_{vc}=(r^b_{cv})^*$, one has $r^b_{vc}r^b_{cv;a}=|r|\partial_a|r|+i|r|^2(\partial_a\varphi-\xi^a_{cc}+\xi^a_{vv})$, so $I^{abb}=-\mathrm{Im}[r^b_{vc}r^b_{cv;a}]$.

Differentiate $\langle c|v^b|v\rangle$ and insert complete sets, using $\langle p|\partial_av\rangle=-i\xi^a_{pv}$ and $\langle\partial_ac|p\rangle=-\langle c|\partial_ap\rangle=i\xi^a_{cp}$:

$$\partial_av^b_{cv}=w^{ab}_{cv}+i\sum_p(\xi^a_{cp}v^b_{pv}-v^b_{cp}\xi^a_{pv}).$$

The term $p=c$ of the first product and $p=v$ of the second give $i(\xi^a_{cc}-\xi^a_{vv})v^b_{cv}$, which the generalized derivative removes. The term $p=v$ of the first and $p=c$ of the second give $ir^a_{cv}(v^b_{vv}-v^b_{cc})=-v^a_{cv}\Delta^b/\omega$. In the remaining terms put $ir=v/\omega_{nm}$. Then

$$v^b_{cv;a}=w^{ab}_{cv}-\frac{v^a_{cv}\Delta^b}{\omega}-S,\qquad S=\sum_{p\ne c,v}\left(\frac{v^b_{cp}v^a_{pv}}{\omega_{pv}}-\frac{v^a_{cp}v^b_{pv}}{\omega_{cp}}\right).$$

From $r^b_{cv}=v^b_{cv}/(i\omega)$ and $\partial_a\omega=\Delta^a$, $r^b_{cv;a}=v^b_{cv;a}/(i\omega)-v^b_{cv}\Delta^a/(i\omega^2)$, and with $1/i=-i$,

$$r^b_{cv;a}=\frac i\omega\left[\frac{v^b_{cv}\Delta^a+v^a_{cv}\Delta^b}{\omega}-w^{ab}_{cv}+S\right].$$

Multiply by $r^b_{vc}=v^b_{vc}/(-i\omega)=iv^b_{vc}/\omega$. The two factors $i$ give $-1$, which cancels the minus sign in $I$. The term $|v^b_{cv}|^2\Delta^a$ is real and drops:

$$I^{abb}=\frac1{\omega^2}\,\mathrm{Im}\left\{v^b_{vc}\left[\frac{v^a_{cv}\Delta^b}{\omega}-w^{ab}_{cv}+S\right]\right\}.$$

### Two bands

With two bands $S=0$ for all $a,b$. The velocity-only term is a Berry curvature. Indeed $\Omega_v^{ab}=\partial_a\xi^b_{vv}-\partial_b\xi^a_{vv}=-2\,\mathrm{Im}\langle\partial_av|\partial_bv\rangle$. Inserting $|v\rangle\langle v|$ gives the real number $\xi^a_{vv}\xi^b_{vv}$, and inserting $|c\rangle\langle c|$ gives $v^a_{vc}v^b_{cv}/\omega^2$, so $\Omega^{ab}_v=-2\,\mathrm{Im}[v^a_{vc}v^b_{cv}]/\omega^2$. The product $v^b_{vc}v^a_{cv}$ is the conjugate of that one, so its imaginary part is $+\omega^2\Omega_v^{ab}/2$, and

$$I^{abb}=-\frac{\mathrm{Im}[v^b_{vc}w^{ab}_{cv}]}{\omega^2}+\frac{\Delta^b\,\Omega_v^{ab}}{2\omega}.$$

For $a=b$ the curvature vanishes by antisymmetry, and $w^{aa}$ supplies the whole response. Time reversal does not remove it: $v_{vc}w_{cv}\to-(v_{vc}w_{cv})^*$ keeps its imaginary part. For $a\ne b$ the second term is a product of two odd functions of $k$, hence even, and it can survive.

Write $H=\varepsilon+\mathbf d\cdot\boldsymbol\sigma$, $\omega=2|\mathbf d|$; $\varepsilon$ has no $cv$ element and drops. Rotate the pseudospin axes so that $\hat{\mathbf d}=\hat z$, $c=\uparrow$, $v=\downarrow$. For real vectors $\mathbf p,\mathbf q$, $\langle v|\mathbf p\cdot\boldsymbol\sigma|c\rangle\langle c|\mathbf q\cdot\boldsymbol\sigma|v\rangle=(p_x+ip_y)(q_x-iq_y)$, whose imaginary part is $p_yq_x-p_xq_y=-\hat{\mathbf d}\cdot(\mathbf p\times\mathbf q)$, a form unchanged by rotations. With $\Delta^b=2\partial_b|\mathbf d|$, $\omega^2=4|\mathbf d|^2$ and $\omega^3=8|\mathbf d|^3$,

$$I^{abb}=\frac{\mathbf d\cdot(\partial_b\mathbf d\times\partial_a\partial_b\mathbf d)}{4|\mathbf d|^3}-\partial_b|\mathbf d|\,\frac{\mathbf d\cdot(\partial_b\mathbf d\times\partial_a\mathbf d)}{4|\mathbf d|^4}.$$

For your dimer, $H_{AB}=d_x-id_y=te^{ik\tau}$. At $k=0$, $\mathbf d=(t,0,m)$, $\mathbf d'=(0,-t\tau,0)$, $\mathbf d''=(-t\tau^2,0,0)$, so $\mathbf d'\times\mathbf d''=(0,0,-t^2\tau^3)$ and $I=-mt^2\tau^3/(4D^3)$, the result found at the start. The longitudinal integrand vanishes only where $\mathbf d,\mathbf d',\mathbf d''$ lie in a plane. A Hamiltonian linear in $k$, such as a massive Dirac cone, has $\mathbf d''=0$, and that is a two-band model whose longitudinal shift current really is zero.

A gapped honeycomb shows the transverse case. Take on-site energies $+0.10$ Ha on A and $-0.10$ Ha on B, with B displaced from A along $+y$ on the bond parallel to $y$ (the signs of $\sigma$ below reverse with this orientation), bond length $2.7$ bohr, hopping $0.09$ Ha on two bonds and $t_y$ on the bond along $y$, $\omega=0.25$ Ha, and a Gaussian of width $0.01$ Ha for the delta function. The unit is $e^3a_0/(\hbar E_h)$. For $t_y=0.09$ Ha the lattice has threefold symmetry. Then $\Omega^{xy}_v$ and $\omega$ are invariant under the rotation while $\Delta$ is a vector whose three rotated images sum to zero, so the curvature term integrates to zero, and $\sigma^{yyy}=-\sigma^{yxx}=1.472$ comes from $w$ alone. For $t_y=0.11$ Ha, $\sigma^{yyy}=1.890$ is again pure $w$, but $\sigma^{yxx}=-0.893-0.179$, and the curvature part is about one sixth of the total.

### Where the belief comes from

For $H=p^2/2+V(x)$ the Bloch Hamiltonian is $(p+k)^2/2+V$, so $w^{ab}=\delta^{ab}\mathbb 1$ and $w_{cv}=0$. The sum rule is then written without $w$, and $I^{aaa}$ comes from $S$ alone. That is correct only while the sum over $p$ is complete. Cutting it to two bands gives zero, and so does carrying the formula without $w$ over to a two-band tight-binding model, where $S=0$ but in general $w_{cv}\neq0$.

The two descriptions agree once the remote bands are folded in properly. In one direction, $H(k_0+q)=H_0+qv+q^2/2$. Let $P$ project on $\{v,c\}$ at $k_0$, and remove the coupling to the other bands with $e^{\Lambda}$, $\Lambda=q\Lambda_1+q^2\Lambda_2+\dots$, anti-Hermitian and with elements only between the pair and the rest (the Schrieffer–Wolff or des Cloizeaux choice). Then $e^{-\Lambda}He^{\Lambda}=H+[H,\Lambda]+\tfrac12[[H,\Lambda],\Lambda]+\dots$. Cancelling the coupling $v_{\rm off}$ at order $q$ requires $[H_0,\Lambda_1]=-v_{\rm off}$, that is $(\Lambda_1)_{pv}=v_{pv}/(E_v-E_p)$ and $(\Lambda_1)_{cp}=v_{cp}/(E_p-E_c)$. Inside the pair the order $q$ term is still $v$. At order $q^2$, $[H_0,\Lambda_2]$ has no element inside the pair, and the rest is $\tfrac12+[v_{\rm off},\Lambda_1]-\tfrac12[v_{\rm off},\Lambda_1]$. Twice its $cv$ element is the second derivative:

$$w^{\rm eff}_{cv}=\sum_p\left[v_{cp}(\Lambda_1)_{pv}-(\Lambda_1)_{cp}v_{pv}\right]=\sum_pv_{cp}v_{pv}\left[\frac1{E_v-E_p}+\frac1{E_c-E_p}\right]=-S .$$

The last equality is the definition of $S$ at $a=b$. The combination $-w+S$ is thus the same in both descriptions. One more point needs checking: in the moving frame the position is $i\partial_q+\mathcal A$, with $\mathcal A=iPe^{-\Lambda}\partial_qe^{\Lambda}P=iP(\Lambda'+\tfrac12[\Lambda',\Lambda]+\dots)P$. The first term has no element inside the pair, and the second is $\tfrac q2[\Lambda_1,\Lambda_1]=0$ at order $q$. So $\mathcal A$ and its derivative vanish at $k_0$, and the longitudinal integrand there is reproduced exactly. For two different directions the commutator is $[\Lambda_1^b,\Lambda_1^a]\ne0$ in general, and $w^{\rm eff}$ alone is not enough. The construction is also local in $k$: if a two-band Wannier model of the whole zone has off-diagonal position elements, they must be added, since the formulas above assume a diagonal position operator.

As a numerical case take $V=V_1\cos gx+V_2\sin2gx$, $g=2\pi/a$, $a=6$ bohr, $V_1=0.2$ Ha, $V_2=0.1$ Ha, 21 plane waves, $k=0.31416$ bohr$^{-1}$, where $\omega_{cv}=0.29729$ Ha. Keeping 2, 3, 4, 6 and 21 bands in $S$ gives $I=0$, $0.193443$, $0.221462$, $0.221481$ and $0.221484$ bohr$^3$. The downfolded two-band Hamiltonian has $|w^{\rm eff}_{cv}|=|S|=0.055431$ Ha bohr$^2$ and gives $I=0.221484$ bohr$^3$.

### Worked example: the Rice–Mele chain

Couple the dimers: $h\equiv H_{AB}=d_x-id_y=t_1e^{ik\tau}+t_2e^{ik(\tau-a)}$, $d_z=m$. Since $\mathbf d'$ and $\mathbf d''$ lie in the $xy$ plane, the triple product is $m(d_x'd_y''-d_y'd_x'')=m\,\mathrm{Im}[h'h''^*]$. With $e_1=e^{ik\tau}$, $e_2=e^{ik(\tau-a)}$, $h'=i\tau t_1e_1+i(\tau-a)t_2e_2$ and $h''=-\tau^2t_1e_1-(\tau-a)^2t_2e_2$. Using $\mathrm{Im}[iz]=\mathrm{Re}\,z$ and $\mathrm{Re}[e_1e_2^*]=\cos ka$, the cross terms give $-t_1t_2[\tau(\tau-a)^2+(\tau-a)\tau^2]\cos ka$, and

$$\mathbf d\cdot(\mathbf d'\times\mathbf d'')=m\left[-\tau^3t_1^2+(a-\tau)^3t_2^2-t_1t_2\,\tau(\tau-a)(2\tau-a)\cos ka\right].$$

The limit $t_2=0$ is the dimer. For $\tau=a/2$ the last term vanishes, and with $4|\mathbf d|^3=\omega^3/2$,

$$I=-\frac{m(t_1^2-t_2^2)a^3}{4\omega^3}.$$

Here $H''=-(a^2/4)(H-m\sigma_z)$, and $H_{cv}=0$, so $w_{cv}=(a^2/4)\,m\,(\sigma_z)_{cv}$.

The transition energy obeys $\omega^2=4(m^2+t_1^2+t_2^2+2t_1t_2\cos ka)$, with edges $\omega_{\max,\min}^2=4[m^2+(t_1\pm t_2)^2]$ for $t_1t_2>0$. Differentiating, $|\omega'|=4t_1t_2a|\sin ka|/\omega$. From $\omega_{\max}^2-\omega^2=8t_1t_2(1-\cos ka)$ and $\omega^2-\omega_{\min}^2=8t_1t_2(1+\cos ka)$, the root of their product is $8t_1t_2|\sin ka|$. The delta function has two roots $\pm k$ with equal $I$, so $\sigma=-\pi\cdot\frac1{2\pi}\cdot2I/|\omega'|=-I/|\omega'|$, and

$$\sigma(\omega)=\frac{m(t_1^2-t_2^2)a^2}{2\omega^2\sqrt{(\omega_{\max}^2-\omega^2)(\omega^2-\omega_{\min}^2)}} .$$

With $\tau=a/2$, as here, it vanishes when inversion returns: $m=0$ (centre at a bond midpoint) or $t_1=t_2$ (centre at a site). The divergences at the edges are those of the one-dimensional joint density of states.

Choose $a=6$ bohr, $m=0.03$, $t_1=0.05$, $t_2=0.03$ and $\omega=0.12$ Ha ($3.265$ eV); these are chosen inputs, not a material. The edges are $0.07211$ Ha ($1.962$ eV) and $0.17088$ Ha ($4.650$ eV). Resonance requires $\cos ka=(0.0036-0.0009-0.0025-0.0009)/0.003=-0.23333$, so $k=0.30105$ bohr$^{-1}$, where $|\omega'|=0.29172$ Ha bohr. There $|v_{cv}|=0.12500$ Ha bohr, so $|r_{cv}|^2=0.125^2/0.12^2=1.08507$ bohr$^2$. Also $|w_{cv}|=0.23383$ Ha bohr$^2$ and $\mathrm{Im}[v_{vc}w_{cv}]=0.021600$, while the $\Delta$ term is zero. Then

$$I=-\frac{0.0216}{0.12^2}=-1.5\ \text{bohr}^3=-\frac{0.03\,(0.05^2-0.03^2)\,6^3}{4\,(0.12)^3},\qquad R=\frac{-1.5}{1.08507}=-1.3824\ \text{bohr},$$

$$\sigma=\frac{1.5}{0.29172}=5.142\ e^3a_0^2/(\hbar E_h).$$

The sign is as expected: the electron moves from B to the A on its strong bond, which lies to the left, and a negative charge moving left is a positive current. For chains stacked with $36$ bohr$^2$ each and two spins, $\sigma_{3D}=2\times5.14193/36=0.28566$ in units of $e^3/(\hbar E_h)=8.9453\ \mu$A/V$^2$, which is $2.555\ \mu$A/V$^2$.

The value of $w$ depends on where the orbitals sit. Writing the Bloch sums without positions amounts to $\tau=0$. The bands are unchanged, but $I=2ma^3t_2^2/\omega^3=6.75$ bohr$^3$ and $\sigma=-6.75/0.29172=-23.14$, of opposite sign and 4.5 times larger. This is the correct answer for a different crystal, in which only the $t_2$ bond has a length and it carries the electron to the right.

### The numerical check

The numerical check computes $r_{cv;a}$ from finite differences of projectors and overlaps, with no sum rule, and compares it with the sum rule in a random four-band model (largest error $10^{-10}$ bohr$^2$), with the $\mathbf d$-vector formula in a random two-band model ($7\times10^{-12}$ bohr$^3$), and with the chain, honeycomb and plane-wave results; the curvature is checked on a small plaquette. It also propagates $H(k+A(t))$ for the chain in real time with $A=A_0e^{-t^2/2s^2}\cos\omega_0t$, $A_0=2\times10^{-4}$, $s=120$, $\omega_0=0.12$, averaging over $\pm A$ to remove odd orders; both $0$ and $2\omega_0$ lie outside the band. The transported charge is $3.1755\times10^{-7}\,e$, equal to $(1/\pi)\int\sigma|\tilde E|^2d\omega$ in all five digits, which tests sign and prefactor. With the coupling cut to $H+Av$ and the current to $v$, the charge comes out as zero. This holds at every even order in $A$, which is all that the $\pm A$ average keeps: the problem at $(-k,-A)$ is the mirror image $d_y\to-d_y$ of the one at $(k,A)$ with the velocity reversed, and since $\mathbf d+A\mathbf d'$ stays in one plane, the mirror acts on it as a proper rotation, so the two charges cancel. In the full model $\mathbf d''$ points out of that plane, and the cancellation fails.

## Numbers as computed

```
max error: sum rule 4-band 1e-10, d-vector 2-band 7e-12 bohr^2, bohr^3
chain inputs: a=6.0 bohr, tau=3.0 bohr, m=0.03, t1=0.05, t2=0.03, omega=0.12 Ha
omega_min=0.07211 Ha (1.962 eV), omega_max=0.17088 Ha (4.650 eV)
omega=3.265 eV, cos(ka)=-0.23333, k=0.30105 1/bohr
|d omega/dk|=0.29172 Ha bohr, |r_cv|^2=1.08507 bohr^2
|v_cv|=0.12500 Ha bohr, |w_cv|=0.23383 Ha bohr^2
Im[v_vc w_cv]=0.021600 Ha^2 bohr^3, Delta part 0e+00
I=-1.50000 bohr^3, shift vector R=-1.38240 bohr
sigma closed form=5.14193, finite differences=5.14193 e^3 bohr^2/(hbar Ha)
unit e^3/(hbar Ha)=8.9453 muA/V^2
area 36 bohr^2, spin 2: sigma_3D=0.28566 a.u. = 2.5553 muA/V^2
tau=0: I=6.75000 bohr^3, sigma=-23.13870 a.u.
pulse: A0=0.0002 a.u., Gaussian width=120.0, time step=1.0 a.u., k points=400
Q propagated=3.1755e-07 e, Q formula=3.1755e-07 e
|Q without w|/Q formula=0e+00
honeycomb: bond=2.7 bohr, m=0.1, t=0.09, omega=0.25, broadening=0.01 Ha, grid 300x300
t_y=0.09 Ha: yyy w=1.47177 curv=0.00000; yxx w=-1.47177 curv=0.00000 e^3 bohr/(hbar Ha)
t_y=0.11 Ha: yyy w=1.88980 curv=0.00000; yxx w=-0.89320 curv=-0.17912 e^3 bohr/(hbar Ha)
plane waves: a=6.0 bohr, V1=0.2, V2=0.1 Ha, k=0.31416 1/bohr, basis 21
bands kept  2: I=0.000000 bohr^3
bands kept  3: I=0.193443 bohr^3
bands kept  4: I=0.221462 bohr^3
bands kept  6: I=0.221481 bohr^3
bands kept 21: I=0.221484 bohr^3
omega_cv=0.29729 Ha, |S|=0.055431, |w_eff|=0.055431 Ha bohr^2
I finite differences=0.221484, I downfolded two-band=0.221484 bohr^3
```
